Pauli-allowed terms of a 4d2 tin ion and their 45 states

**Question**

I am working on the spectrum of tin ions in extreme-ultraviolet light sources and am stuck on a counting exercise. The ion has two electrons in the 4d subshell. I am asked to find its Pauli-allowed terms and to check that 1S, 1D, 1G, 3P and 3F contain 45 states.

I coupled l = 2 with l = 2 to get L = 0, 1, 2, 3, 4, and two spins 1/2 to get S = 0 or 1. That makes ten terms and 100 states. The Pauli principle forbids both electrons from having the same m and the same spin, but that removes only 10 states and leaves 90. Where do the others go, and how do I see which terms survive? Also, do these labels still mean anything in an ion as highly charged as this, where spin-orbit coupling is not small?

**Answer**

Your 90 states count every physical state twice. The product "electron 1 in a, electron 2 in b" and the product with the electrons exchanged do not describe two different states: only their antisymmetric combination is allowed. That leaves 90/2 = 45. To find the terms, sort those 45 states by their angular momentum projections.

**The ion and the number of states**

The closed subshells 1s, 2s, 2p, 3s, 3p, 3d, 4s and 4p hold 36 electrons. Tin has nuclear charge 50, so with two 4d electrons the ion charge is

50 − 36 − 2 = +12.

The ion is Sn12+. A closed subshell has a single state, with every m and both spins filled, so its L and S are zero. Only the 4d electrons matter for the terms.

A 4d electron has five values of m and two spin directions, hence ten spin-orbitals. For two different spin-orbitals a and b the allowed state is

|a,b⟩ = [a(1)b(2) − b(1)a(2)]/√2.

It vanishes if a = b, and exchanging a and b changes only its sign. The number of independent states is therefore the number of unordered pairs:

10 × 9/2 = 45.

The operators **L** = **l**₁ + **l**₂ and **S** = **s**₁ + **s**₂ treat the electrons alike. Their raising and lowering operators turn an antisymmetric state into another antisymmetric state, or into zero. The 45 states must therefore form complete terms: a term cannot lose some of its members to the Pauli principle and keep the rest.

**Sorting the states**

Let M_L be the sum of the two m values and M_S the sum of the spin projections. For M_S = 1 both spins point up, so the m values must differ. The pairs are:

M_L = 3: (2,1)
M_L = 2: (2,0)
M_L = 1: (2,−1), (1,0)
M_L = 0: (2,−2), (1,−1)

For M_S = 0 one electron is up and the other down. Their m values are now free and may be equal. Writing the m of the spin-up electron first:

M_L = 4: (2,2)
M_L = 3: (2,1), (1,2)
M_L = 2: (2,0), (1,1), (0,2)
M_L = 1: (2,−1), (1,0), (0,1), (−1,2)
M_L = 0: (2,−2), (1,−1), (0,0), (−1,1), (−2,2)

Here (2,1) and (1,2) are different states, because the spin tells which m belongs to which direction. Negative M_L gives the same counts as positive M_L. The M_S = 1 set has 2(1 + 1 + 2) + 2 = 10 states, and M_S = −1 has another 10. The M_S = 0 set has 2(1 + 2 + 3 + 4) + 5 = 25. The total is 10 + 25 + 10 = 45, as it must be.

**Reading off the terms**

A term (L,S) contributes one state for each M_L from −L to L and each M_S from −S to S. Let n(L,S) be the number of terms of that kind, and N(M_L,M_S) the number of states just listed. For non-negative projections,

N(M_L,M_S) = sum of n(L,S) over all L ≥ M_L and S ≥ M_S.

The difference N(L,S) − N(L+1,S) removes all terms with larger orbital momentum. What remains is the number of terms with this L and with spin S or higher. Subtracting the same difference taken at S+1 removes the higher spins:

n(L,S) = N(L,S) − N(L+1,S) − N(L,S+1) + N(L+1,S+1).

At M_S = 1 the counts for M_L = 4, 3, 2, 1, 0 are 0, 1, 1, 2, 2. Their successive increases are 0, 1, 0, 1, 0. No higher spin exists, so the triplets are L = 3 and L = 1, namely 3F and 3P.

At M_S = 0 the counts are 1, 2, 3, 4, 5, with increases 1, 1, 1, 1, 1. There is one term for every L, but those at L = 3 and L = 1 are the triplets already found, seen through their M_S = 0 members. The increases left over are 1, 0, 1, 0, 1. They give the singlets 1G, 1D and 1S.

Each term holds (2L+1)(2S+1) states:

1S: 1 × 1 = 1
1D: 5 × 1 = 5
1G: 9 × 1 = 9
3P: 3 × 3 = 9
3F: 7 × 3 = 21

The sum is 1 + 5 + 9 + 9 + 21 = 45.

**What happened to the other 55 states**

Exchange symmetry explains the pattern. The orbital product with m = 2 for both electrons is symmetric and belongs to L = 4. Lowering it preserves the symmetry, so all of L = 4 is symmetric. At M_L = 3 there are two orbital products, which form one symmetric and one antisymmetric combination. L = 4 uses the symmetric one, so L = 3 is antisymmetric.

At M_L = 2, 1 and 0 the numbers of symmetric and antisymmetric combinations are (2,1), (2,2) and (3,2). Each step adds one new L, and the added combination is symmetric, then antisymmetric, then symmetric. Thus L = 4, 2, 0 are symmetric and L = 3, 1 are antisymmetric.

The spin triplet is symmetric: its top member has both spins up, and lowering preserves the symmetry. The singlet is the remaining, antisymmetric combination. An antisymmetric total state needs one symmetric and one antisymmetric factor. Even L therefore goes with S = 0, and odd L with S = 1.

The rejected terms are 3S, 1P, 3D, 1F and 3G, with 3 + 3 + 15 + 7 + 27 = 55 states. These are your 10 doubly occupied products plus the 45 symmetric combinations of different spin-orbitals.

The rejection depends on both electrons sharing the same radial orbital. In a configuration 4d5d there are 10 × 10 = 100 allowed determinants. The two radial functions can be combined symmetrically or antisymmetrically, which supplies whichever symmetry is missing, and all ten terms occur.

The same 45 states also describe 4d8, which in tin means the ion Sn6+. Specify a state by its two empty spin-orbitals instead of its eight filled ones. The full subshell has zero total projection, so M_L and M_S are minus the sums over the empty places. The table is unchanged under that sign reversal, and the terms are the same five. Their energies need not be the same as in Sn12+.

**How the terms separate in energy**

Counting does not determine energies. For these I use a model that keeps only the 4d2 configuration, with electron repulsion described by two Slater integrals, F2 and F4. The digits are labels, not powers. They are the radial averages of the k = 2 and k = 4 parts of the repulsion,

F_k = (e²/4πε₀) ∫∫ (r_<^k / r_>^(k+1)) P(r₁)² P(r₂)² dr₁ dr₂,

where P is r times the 4d radial function, and r_< and r_> are the smaller and larger of r₁ and r₂. The k = 0 part shifts all 45 states equally and is dropped. Odd k vanish by parity, and k above 4 cannot connect two d orbitals.

The angular factors are

c_k(m,m′) = √(4π/(2k+1)) ∫ Y*_(2,m) Y_(k,m−m′) Y_(2,m′) dΩ.

For m = m′ this is the average of the Legendre polynomial P_k(x), with x = cos θ, over the orbital's angular density. For m = 2 the density is proportional to (1−x²)², so ⟨x²⟩ = 1/7 and ⟨x⁴⟩ = 1/21. Then

c_2(2,2) = (3/7 − 1)/2 = −2/7,
c_4(2,2) = (35/21 − 30/7 + 3)/8 = 1/21.

For m = 1 the density is proportional to x²(1−x²), so ⟨x²⟩ = 3/7 and ⟨x⁴⟩ = 5/21. Then

c_2(1,1) = (9/7 − 1)/2 = 1/7,
c_4(1,1) = (175/21 − 90/7 + 3)/8 = −4/21.

For m = 2, m′ = 1 the product of the two d functions has prefactor −15/(16π) and angular part sin³θ cos θ. The scaled third harmonic is −√(3/2) sin θ cos θ for k = 2, and −(√5/4) sin θ (7cos³θ − 3cos θ) for k = 4. The two minus signs cancel. The integral of (1−x²)² over x from −1 to 1 is 16/15, and the azimuthal integral gives 2π. Using the m = 2 averages again,

c_2(2,1) = (15/16π)(2π)(16/15) √(3/2) (1/7) = √6/7,
c_4(2,1) = (15/16π)(2π)(16/15) (√5/4) (7/21 − 3/7) = −√5/21.

The addition theorem for spherical harmonics writes the angular part of each k term of the repulsion as a sum of products, one scaled harmonic for each electron. Each integral over the two electrons then splits into a product of two factors c_k. For a determinant with orbitals m and m′ this gives

direct part = sum over k of c_k(m,m) c_k(m′,m′) F_k,
exchange part = sum over k of c_k(m,m′)² F_k.

The repulsion energy of a determinant is its direct part minus its exchange part. The exchange part is present only for equal spins and is zero for opposite spins. The determinant with m = 2 up and m = 2 down is the only state with M_L = 4, so it belongs to 1G:

E(1G) = (−2/7)² F2 + (1/21)² F4 = (4/49)F2 + (1/441)F4.

The determinant with m = 2 up and m = 1 up is the only one with M_L = 3 and M_S = 1, so it belongs to 3F:

E(3F) = [(−2/7)(1/7) − 6/49]F2 + [(1/21)(−4/21) − 5/441]F4
= −(8/49)F2 − (9/441)F4.

Subtracting,

E(1G) − E(3F) = (12/49)F2 + (10/441)F4.

With the rough typical values F2 = 12 eV and F4 = 8 eV this is 2.94 + 0.18 = 3.12 eV. Numerical diagonalization of the same repulsion among the 45 states gives the other terms. Measured from 3F, they are 1D at 2.04 eV, 3P at 2.31 eV and 1S at 7.84 eV.

**Do the labels survive spin-orbit coupling?**

The count survives, but some labels do not. Add ζ(**l**₁·**s**₁ + **l**₂·**s**₂), with angular momenta in units of ħ and a rough value ζ = 0.6 eV. This conserves the total angular momentum J but not L and S separately. Each term offers J from |L−S| to L+S:

1S₀, 1D₂, 1G₄, 3P₀, 3P₁, 3P₂, 3F₂, 3F₃, 3F₄.

A level has 2J+1 states. There are two levels with J = 0, one with J = 1, three with J = 2, one with J = 3 and two with J = 4, so the sum is 2 + 3 + 15 + 7 + 18 = 45.

Numerical diagonalization of repulsion plus spin-orbit coupling gives the following energies above the lowest level. The percentages are squared projections onto the terms, rounded.

J = 2, 0.00 eV: 92% 3F, 7% 1D
J = 3, 1.16 eV: 100% 3F
J = 4, 2.21 eV: 94% 3F, 6% 1G
J = 0, 2.84 eV: 95% 3P, 5% 1S
J = 2, 3.06 eV: 54% 1D, 40% 3P, 6% 3F
J = 1, 3.47 eV: 100% 3P
J = 4, 4.73 eV: 94% 1G, 6% 3F
J = 2, 4.77 eV: 60% 3P, 39% 1D, 2% 3F
J = 0, 9.63 eV: 95% 1S, 5% 3P

The J = 1 and J = 3 levels are pure because this configuration offers no partner with the same J. The upper two J = 2 levels are the opposite case. Without spin-orbit coupling their parent terms 1D and 3P lie only 2.31 − 2.04 = 0.27 eV apart, less than ζ. With it the levels are 1.71 eV apart, and calling one "1D" and the other "3P" names only the larger part of a mixture.

If ζ is reduced to 0.06 eV with F2 and F4 held fixed, the smallest leading-term weight among the nine levels rises from 54% to 93%. LS labels become good when spin-orbit coupling is small compared with the separation of the terms it mixes.

The opposite limit is a useful second count. If spin-orbit coupling dominates, each electron first acquires j = 3/2 (four states) or j = 5/2 (six states):

both 3/2: 4 × 3/2 = 6 states, J = 0, 2
one of each: 4 × 6 = 24 states, J = 1, 2, 3, 4
both 5/2: 6 × 5/2 = 15 states, J = 0, 2, 4

In the first and third lines the factor 3/2 or 5/2 is the number of remaining choices divided by two, not j. Their J values follow from the same table method: the counts for M_J = 2, 1, 0 are 1, 1, 2 in the first case, and those for M_J = 4, 3, 2, 1, 0 are 1, 1, 2, 2, 3 in the third. The total is again 45, with the same number of levels for each J.

**What this means in a tin source**

In a plasma the number 45 acts as the statistical weight of the 4d2 configuration. Take kT = 30 eV as an example, and assume Boltzmann populations within 4d2. The sum of (2J+1)exp(−E/kT) over the nine levels, with energies measured from the lowest, is 40.9. Using 45 instead overestimates it by about 10%. A state in the top level is still 0.725 times as populated as one in the lowest, since exp(−9.63/30) = 0.725. At much lower kT this approximation fails, and the sum approaches 5, the weight of the lowest J = 2 level. This sum covers 4d2 alone and is not the partition function of the ion. The excited configuration 4p5 4d3 has 6 × 120 = 720 states. If they lay about 90 eV up, they would add 720 exp(−90/30) ≈ 36, comparable to the whole of 4d2.

The 45 states do not by themselves produce the 13.5 nm light used in lithography. A photon of that wavelength carries 91.8 eV, far more than the 9.63 eV spread found here. Electric-dipole transitions also require a change of parity, while all 4d2 states are even. An electric-dipole transition to or from a 4d2 state therefore needs an odd configuration as its partner, such as 4p5 4d3 or 4d4f. The wavelengths of such transitions are not calculated here.

Other even configurations can also mix into 4d2. As an illustration, consider one state of 4p4 4d4, in which two electrons have moved from 4p to 4d. Take its gap as two 13.5 nm photons, Δ = 184 eV, and assume a coupling V = 10 eV. The lower state of this two-state model moves down by

√(Δ²/4 + V²) − Δ/2 = 0.54 eV,

and contains 0.29% of 4p4 4d4. Both the gap and the coupling are chosen here, not calculated. The configuration 4p4 4d4 has 15 × 210 = 3150 states, many of which contribute, so the real admixture and shift are expected to be several times larger. A shift common to all five terms leaves the level spacings and the mixing unchanged. Only the part that differs from term to term matters, and a model with a single 4d2 state cannot give that part, so the 0.54 eV should not be compared directly with the 0.27 eV between 1D and 3P.

The integrals, ζ and kT above are rough inputs chosen for illustration, neither calculated for Sn12+ nor fitted to data. A real source contains several tin charge states, and its populations need not follow a Boltzmann law. The model also leaves out other configurations, the Breit interaction and plasma fields, so its energies should not be used to identify measured lines. The five terms and their 45 states do not depend on these parameters. They follow from two electrons sharing one d subshell.
